# Wannier interpolation of Berry curvature and the error of keeping only centres: a program that tests the result

```python
"""
Result under test: Berry curvature of band n from Wannier functions,
  Omega_n = [ Obar - [Dx,Aybar] + [Dy,Axbar] - i[Dx,Dy] ]_nn ,
with A = sum_R exp(ik.R) <0|r|R>, O = dAy/dkx - dAx/dky, bar = U^+(..)U,
U the eigenvectors of the Wannier Hamiltonian H(k), and
D_nm = (U^+ dH U)_nm/(E_m-E_n) for n != m.
Also tested: keeping only orbital centres makes an error that is the curl of
the neglected diagonal dipole, so its integral over the zone is zero.
Reference: a continuum electron in a periodic potential and a periodic
magnetic field of zero mean, solved in plane waves.
Units: nm, meV, T; curvature in nm^2.
"""
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh
from scipy.optimize import brentq
from scipy.special import expit

# ---------- inputs (rough values for a patterned GaAs electron gas) ----------
period = 80.0            # nm
mass_ratio = 0.067
V0 = 4.0                 # meV, potential -2 V0 sum_j cos(G_j.r + phase)
phase_deg = 12.0
B_peak = 0.2             # T, field (B_peak/3) sum_j cos(G_j.r)
temperature = 0.3        # K
filling = 1.5            # electrons per cell and spin

meV = sc.e * 1e-3
kinetic = sc.hbar**2 / (2 * mass_ratio * sc.m_e) / meV * 1e18   # meV nm^2
phi = np.deg2rad(phase_deg)
cell = period * np.array([[1.0, 0.0], [0.5, np.sqrt(3) / 2]])
recip = 2 * np.pi * np.linalg.inv(cell).T
G_len = np.linalg.norm(recip[0])
zone_area = abs(np.linalg.det(recip))

# ---------- plane-wave Hamiltonian ----------
cutoff = 7.0             # in units of |G|
n_all = np.array([(i, j) for i in range(-9, 10) for j in range(-9, 10)])
n_pw = n_all[np.linalg.norm(n_all @ recip, axis=1) <= cutoff * G_len + 1e-9]
G_pw = n_pw @ recip
outer_shell = np.linalg.norm(G_pw, axis=1) > (cutoff - 0.6) * G_len
difference = n_pw[:, None, :] - n_pw[None, :, :]
V_matrix = np.zeros((len(n_pw),) * 2, complex)
a_matrix = np.zeros((2,) + V_matrix.shape, complex)    # e A / hbar, 1/nm
for star in ([1, 0], [0, 1], [-1, -1]):
    star = np.array(star)
    plus = np.all(difference == star, axis=2).astype(float)
    minus = plus.T
    V_matrix -= V0 * (np.exp(1j * phi) * plus + np.exp(-1j * phi) * minus)
    g = star @ recip
    size_a = sc.e / sc.hbar * B_peak / 3 * 1e-18 / (g @ g)
    sine = (plus - minus) / 2j
    a_matrix[0] += -g[1] * size_a * sine
    a_matrix[1] += g[0] * size_a * sine
static_part = V_matrix + kinetic * (a_matrix[0] @ a_matrix[0]
                                    + a_matrix[1] @ a_matrix[1])
shifts = np.array([(i, j) for i in (0, -1, 1) for j in (0, -1, 1)])


def fold(fraction):
    """Equivalent reciprocal coordinates with the shortest k vector."""
    options = np.asarray(fraction) + shifts
    return options[np.argmin(np.linalg.norm(options @ recip, axis=1))]


def hamiltonian(k):
    """kinetic * (K + eA/hbar)^2 + V, with the square multiplied out."""
    K = k + G_pw
    h = static_part.copy()
    for axis in range(2):
        h += kinetic * a_matrix[axis] * (K[:, None, axis] + K[None, :, axis])
    h[np.diag_indices(len(K))] += kinetic * np.sum(K**2, axis=1)
    return h


def curvature_all_states(k):
    """Energies and curvature of the three lowest bands, sum over all states."""
    energy, c = np.linalg.eigh(hamiltonian(k))
    low = c[:, :3].conj().T
    K = k + G_pw
    vx, vy = [2 * kinetic * (low * K[:, a] + low @ a_matrix[a]) @ c
              for a in range(2)]
    gap = energy[:3, None] - energy[None, :]
    gap[np.arange(3), np.arange(3)] = np.inf
    return energy[:3], -2 * np.imag(np.sum(vx * vy.conj() / gap**2, axis=1))


def curvature_plaquette(k, step=5e-5):
    """Berry phase around a small square, divided by its area."""
    corners = step * np.array([[-.5, -.5], [.5, -.5], [.5, .5], [-.5, .5]])
    u = [np.linalg.eigh(hamiltonian(k + q))[1][:, :3] for q in corners]
    loop = np.ones(3, complex)
    for i in range(4):
        loop *= np.sum(u[i].conj() * u[(i + 1) % 4], axis=0)
    return -np.angle(loop) / step**2


# ---------- Wannier functions by projection on s, px, py Gaussians ----------
level_spacing = 2 * np.sqrt(kinetic * 1.5 * V0 * np.cos(phi)) * G_len
sigma = np.sqrt(2 * kinetic / level_spacing)


def wannierize(mesh, per_cell=20):
    half, size = mesh // 2, mesh * per_cell
    labels = np.array([(i, j) for i in range(-half, half + 1)
                       for j in range(-half, half + 1)])
    waves = np.zeros((3, size, size), complex)
    h_k, c_k, places = [], [], []
    min_overlap, min_gap, edge = 1.0, np.inf, 0.0
    for lab in labels:
        folded = np.rint(mesh * fold(lab / mesh)).astype(int)
        k = folded @ recip / mesh
        energy, u = eigh(hamiltonian(k), subset_by_index=[0, 3])
        min_gap = min(min_gap, energy[3] - energy[2])
        u = u[:, :3]
        K = k + G_pw
        bell = np.exp(-0.5 * sigma**2 * np.sum(K**2, axis=1))
        trial = np.stack([bell, -1j * np.sqrt(2) * sigma * K[:, 0] * bell,
                          -1j * np.sqrt(2) * sigma * K[:, 1] * bell], axis=1)
        ortho = np.linalg.qr(trial)[0]
        min_overlap = min(min_overlap, np.linalg.svd(
            u.conj().T @ ortho, compute_uv=False).min())
        left, _, right = np.linalg.svd(u.conj().T @ trial)
        rotation = left @ right
        c = u @ rotation
        edge = max(edge, np.abs(c[outer_shell]).max())
        place = ((mesh * n_pw[:, 0] + folded[0]) % size,
                 (mesh * n_pw[:, 1] + folded[1]) % size)
        waves[:, place[0], place[1]] = c.T
        h_k.append(rotation.conj().T @ (energy[:3, None] * rotation))
        c_k.append(c)
        places.append(place)
    # real-space functions, multiplied by the position measured from the well
    w = np.fft.ifft2(waves) * size**2
    steps = (np.arange(size) + size // 2) % size - size // 2
    f1, f2 = np.meshgrid(steps / per_cell, steps / per_cell, indexing="ij")
    to_R = np.exp(-2j * np.pi * labels @ labels.T / mesh) / mesh**2
    X, defect = [], 0.0
    for axis in range(2):
        r = f1 * cell[0, axis] + f2 * cell[1, axis]
        rw = np.fft.fft2(r * w) / size**2
        A = np.array([rw[:, p[0], p[1]].conj() @ c
                      for p, c in zip(places, c_k)])
        A_dag = A.conj().transpose(0, 2, 1)
        defect = max(defect, np.abs(A - A_dag).max())
        X.append(np.tensordot(to_R, (A + A_dag) / 2, axes=1))
    H = np.tensordot(to_R, np.array(h_k), axes=1)
    model = (labels @ cell, H, np.array(X))
    return model, min_overlap, min_gap, defect, edge


def interpolate(ks, model):
    """Energies, (Obar, cross, DD) parts of the curvature, diagonal dipole."""
    R, H_R, X_R = model
    wave = np.exp(1j * ks @ R.T)

    def to_k(m):
        return (wave @ m.reshape(len(R), 9)).reshape(-1, 3, 3)

    energy, U = np.linalg.eigh(to_k(H_R))
    U_dag = U.conj().transpose(0, 2, 1)
    gap = energy[:, None, :] - energy[:, :, None]
    gap[:, np.arange(3), np.arange(3)] = np.inf
    D = [U_dag @ to_k(1j * R[:, a, None, None] * H_R) @ U / gap
         for a in range(2)]
    A = [U_dag @ to_k(X_R[a]) @ U for a in range(2)]
    curl = to_k(1j * (R[:, 0, None, None] * X_R[1]
                      - R[:, 1, None, None] * X_R[0]))

    def diagonal(m):
        return np.einsum("knn->kn", m).real

    def comm(p, q):
        return p @ q - q @ p

    parts = np.array([diagonal(U_dag @ curl @ U),
                      diagonal(comm(D[1], A[0]) - comm(D[0], A[1])),
                      diagonal(-1j * comm(D[0], D[1]))])
    return energy, parts, np.array([diagonal(A[0]), diagonal(A[1])])


def truncated(model, centres_only):
    R, H_R, X_R = model
    home = np.argmin(np.linalg.norm(R, axis=1))
    kept = np.zeros_like(X_R)
    for a in range(2):
        kept[a, home] = (np.diag(np.diag(X_R[a, home])) if centres_only
                         else X_R[a, home])
    return R, H_R, kept


full, overlap, outer_gap, defect, edge = wannierize(17)
coarse = wannierize(7)[0]
assert overlap > 0.3 and outer_gap > 0
angles = 2 * np.pi * np.arange(3) / 3
hybrid = np.array([np.ones(3) / np.sqrt(3),
                   np.sqrt(2 / 3) * np.cos(angles),
                   np.sqrt(2 / 3) * np.sin(angles)])
full_hybrid = (full[0], hybrid.T @ full[1] @ hybrid,
               hybrid.T @ full[2] @ hybrid)
models = {"full": full,
          "centres s,p": truncated(full, True),
          "centres sp2": truncated(full_hybrid, True),
          "on-site all": truncated(full, False)}

# ---------- test against the plane-wave reference, off the mesh ----------
K_point = (2 * recip[0] + recip[1]) / 3
fractions = (np.arange(8) + 0.37) / 8 - 0.5
sample = np.array([K_point, -K_point]
                  + [fold((x, y)) @ recip
                     for x in fractions for y in fractions])
reference = [curvature_all_states(k) for k in sample]
E_ref = np.array([r[0] for r in reference])
O_ref = np.array([r[1] for r in reference])
for i in (0, 1, 13, 40):
    assert np.allclose(curvature_plaquette(sample[i]), O_ref[i],
                       rtol=2e-3, atol=1e-3)
scale = np.abs(O_ref).max(axis=0)
E_int, parts_int, dip_int = interpolate(sample, full)
O_int = parts_int.sum(axis=0)
error_fine = np.abs(O_int - O_ref).max(axis=0) / scale
O_coarse = interpolate(sample, coarse)[1].sum(axis=0)
error_coarse = np.abs(O_coarse - O_ref).max(axis=0) / scale
energy_error = np.abs(E_int - E_ref).max()
print(f"largest coefficient near the plane-wave cutoff {edge:.1e}")
print("largest |curvature| on the sample, bands 1 2 3 (nm^2):",
      " ".join(f"{x:.3f}" for x in scale))
print("largest curvature error / that value, bands 1 2 3:")
print("  7x7 mesh  ", " ".join(f"{x:.1e}" for x in error_coarse))
print("  17x17 mesh", " ".join(f"{x:.1e}" for x in error_fine))
assert error_fine.max() < 5e-3          # truncation of R on the finite mesh
assert error_fine.max() < 0.3 * error_coarse.max()
assert energy_error < 1e-3

# ---------- the truncation error is a curl; it depends on the orbitals ------
step = 1e-5
for name in ("centres s,p", "centres sp2", "on-site all"):
    base = full_hybrid if name == "centres sp2" else full

    def neglected(shift):
        return (interpolate(sample + shift, base)[2]
                - interpolate(sample + shift, models[name])[2])

    dx, dy = np.array([step, 0.0]), np.array([0.0, step])
    curl_fd = ((neglected(dx)[1] - neglected(-dx)[1])
               - (neglected(dy)[0] - neglected(-dy)[0])) / (2 * step)
    lost = O_int - interpolate(sample, models[name])[1].sum(axis=0)
    assert np.abs(curl_fd - lost).max() < 1e-3 * np.abs(lost).max()
O_hybrid = interpolate(sample, full_hybrid)[1].sum(axis=0)
assert np.abs(O_hybrid - O_int).max() < 1e-6 * scale.max()
O_c1 = interpolate(sample, models["centres s,p"])[1].sum(axis=0)
O_c2 = interpolate(sample, models["centres sp2"])[1].sum(axis=0)
assert np.abs(O_c1 - O_c2).max() > 10 * np.abs(O_int - O_ref).max()

# ---------- whole zone: errors, Chern numbers, Hall conductivity ----------
kT = sc.k * temperature / meV


def zone_results(n_grid):
    x = (np.arange(n_grid) + 0.5) / n_grid - 0.5
    ks = np.array([p * recip[0] + q * recip[1] for p in x for q in x])
    curv, hall = {}, {}
    for name, model in models.items():
        energy, parts, _ = interpolate(ks, model)
        curv[name] = parts.sum(axis=0)
        mu = brentq(lambda m: expit((m - energy) / kT).sum(axis=1).mean()
                    - filling, energy.min() - 1, energy.max() + 1)
        occupation = expit((mu - energy) / kT)
        hall[name] = -(zone_area / (2 * np.pi)
                       * (occupation * curv[name]).sum(axis=1).mean())
    return energy, curv, hall, mu


E_zone, curv, hall, mu = zone_results(96)
hall_check = zone_results(80)[2]
chern = {n: zone_area / (2 * np.pi) * c.mean(axis=0) for n, c in curv.items()}
for name in models:
    assert abs(hall[name] - hall_check[name]) < 2e-3
    assert np.abs(chern[name] - np.round(chern["full"])).max() < 1e-2


def rms(v):
    return np.sqrt(np.mean(v**2, axis=0))


# ---------- printed numbers ----------
def row(v, digits=3):
    return " ".join(f"{x:.{digits}f}" for x in np.atleast_1d(v))


home = np.argmin(np.linalg.norm(full[0], axis=1))
X0 = full[2][:, home]
print(f"period {period} nm, mass {mass_ratio} m_e, V0 {V0} meV")
print(f"phase {phase_deg} deg, peak field {B_peak} T, T {temperature} K")
print(f"hbar^2/2m {kinetic:.1f} meV nm^2; |G| {G_len:.5f} 1/nm")
print(f"plane waves {len(n_pw)}; Gaussian length sigma {sigma:.2f} nm")
print(f"smallest trial overlap {overlap:.3f}")
print(f"smallest direct gap to 4th band {outer_gap:.3f} meV")
print("band minima (meV):", row(E_zone.min(axis=0)))
print("band maxima (meV):", row(E_zone.max(axis=0)))
inner_gap = (E_zone[:, 2] - E_zone[:, 1]).min()
print(f"smallest gap between bands 2 and 3: {inner_gap:.4f} meV")
print(f"on-site |<s|x|px>| {abs(X0[0, 0, 1]):.3f} nm")
print("x centres of s,px,py (nm):", row(np.diag(X0[0]).real))
print("y centres of s,px,py (nm):", row(np.diag(X0[1]).real))
print(f"on-site |<px|y|py>| {abs(X0[1, 1, 2]):.3f} nm")
print(f"non-Hermitian defect of position matrix {defect:.1e} nm")
print(f"largest energy error, 17x17 mesh {energy_error:.1e} meV")
print("curvature in nm^2: Obar, cross, DD, sum | reference | centres s,p")
for i, name in enumerate(("K ", "K'")):
    for b in range(3):
        print(f"  {name} band {b + 1}:", row(parts_int[:, i, b]),
              row(O_int[i, b]), "|", row(O_ref[i, b]), "|", row(O_c1[i, b]))
print("rms over zone, bands 1 2 3 (nm^2):")
print("  full curvature   ", row(rms(curv["full"])))
for name in list(models)[1:]:
    print(f"  error {name}", row(rms(curv[name] - curv["full"])))
print("rms error / rms curvature, bands 1 2 3 (percent):")
for name in list(models)[1:]:
    ratio = 100 * rms(curv[name] - curv["full"]) / rms(curv["full"])
    print(f"  {name}", row(ratio, 2))
print("Chern numbers, full       ", row(chern["full"], 4))
print("Chern numbers, centres s,p", row(chern["centres s,p"], 4))
print(f"filling {filling} per cell and spin, mu {mu:.4f} meV")
quantum = sc.e**2 / sc.h * 1e6
print("Hall conductivity per spin (e^2/h | uS):")
for name in models:
    print(f"  {name}: {hall[name]:.5f} | {hall[name] * quantum:.3f}")
eps_r, g_factor, gap_eV, mobility, depth, drive = 12.9, 0.44, 1.52, 1e6, 15., 1.
coulomb = sc.e**2 / (4 * np.pi * sc.epsilon_0 * eps_r * period * 1e-9) / meV
zeeman = g_factor * sc.physical_constants["Bohr magneton"][0] * B_peak / meV
lifetime = mass_ratio * sc.m_e * mobility * 1e-4 / sc.e
well_bottom = -6 * V0 * np.cos(phi)
print("rough neglected effects:")
print(f"  Coulomb at one period, eps_r {eps_r}: {coulomb:.3f} meV")
print(f"  Zeeman, |g| {g_factor}: {zeeman:.4f} meV; k_B T {kT:.4f} meV")
print(f"  broadening at {mobility:.0e} cm2/Vs:"
      f" {sc.hbar / lifetime / meV:.4f} meV")
print(f"  (mu - well bottom)/band gap {gap_eV} eV:"
      f" {(mu - well_bottom) / (1e3 * gap_eV):.4f}")
print(f"  drop per period at {drive} V/cm: {drive * 1e-4 * period:.4f} meV")
print(f"  peak field needed {depth} nm above the gas:"
      f" {B_peak * np.exp(G_len * depth):.2f} T")
print("finished without a failed check")
```

Running it gives:

```
largest coefficient near the plane-wave cutoff 1.9e-06
largest |curvature| on the sample, bands 1 2 3 (nm^2): 0.115 60.907 57.719
largest curvature error / that value, bands 1 2 3:
  7x7 mesh   1.2e-05 2.5e-06 2.5e-06
  17x17 mesh 1.6e-06 1.4e-07 1.5e-07
period 80.0 nm, mass 0.067 m_e, V0 4.0 meV
phase 12.0 deg, peak field 0.2 T, T 0.3 K
hbar^2/2m 568.7 meV nm^2; |G| 0.09069 1/nm
plane waves 187; Gaussian length sigma 10.42 nm
smallest trial overlap 0.983
smallest direct gap to 4th band 6.818 meV
band minima (meV): -13.622 -4.648 -4.390
band maxima (meV): -13.619 -4.601 -4.340
smallest gap between bands 2 and 3: 0.2427 meV
on-site |<s|x|px>| 7.873 nm
x centres of s,px,py (nm): 0.000 -0.000 -0.000
y centres of s,px,py (nm): -0.000 -0.823 0.823
on-site |<px|y|py>| 0.000 nm
non-Hermitian defect of position matrix 3.0e-08 nm
largest energy error, 17x17 mesh 5.9e-13 meV
curvature in nm^2: Obar, cross, DD, sum | reference | centres s,p
  K  band 1: 0.123 -0.238 -0.001 -0.115 | -0.115 | -0.001
  K  band 2: -0.567 14.022 -33.164 -19.709 | -19.709 | -26.457
  K  band 3: 4.313 -13.785 33.165 23.694 | 23.694 | 26.458
  K' band 1: -0.153 0.256 0.001 0.104 | 0.104 | 0.001
  K' band 2: -3.840 -14.925 -42.142 -60.907 | -60.907 | -49.702
  K' band 3: 0.909 14.669 42.141 57.719 | 57.719 | 49.701
rms over zone, bands 1 2 3 (nm^2):
  full curvature    0.052 17.558 17.099
  error centres s,p 0.051 5.000 3.881
  error centres sp2 0.029 5.512 4.183
  error on-site all 0.068 2.085 2.487
rms error / rms curvature, bands 1 2 3 (percent):
  centres s,p 99.13 28.48 22.70
  centres sp2 56.04 31.39 24.46
  on-site all 130.63 11.87 14.54
Chern numbers, full        0.0000 -0.0000 0.0000
Chern numbers, centres s,p -0.0000 -0.0000 0.0000
filling 1.5 per cell and spin, mu -4.6281 meV
Hall conductivity per spin (e^2/h | uS):
  full: 0.00107 | 0.041
  centres s,p: 0.00104 | 0.040
  centres sp2: 0.00105 | 0.041
  on-site all: 0.00087 | 0.034
rough neglected effects:
  Coulomb at one period, eps_r 12.9: 1.395 meV
  Zeeman, |g| 0.44: 0.0051 meV; k_B T 0.0259 meV
  broadening at 1e+06 cm2/Vs: 0.0173 meV
  (mu - well bottom)/band gap 1.52 eV: 0.0124
  drop per period at 1.0 V/cm: 0.0080 meV
  peak field needed 15.0 nm above the gas: 0.78 T
finished without a failed check
```
